# Relativistic contact density and enhancement factor of reconstructed s orbitals, part 2

The problem is the magnetic contact energy of an s electron at a point nucleus of charge \(Z\), and how far relativity enhances it for a valence orbital. Units are Hartree atomic units, with \(c=1/\alpha\), \(a=Z\alpha=Z/c\), \(\gamma=\sqrt{1-a^2}>1/2\) and Thomson radius \(r_T=Z/c^2\). For \(Z=55\), \(a=0.401\), \(\gamma=0.916\) and \(r_T=0.00293\) bohr.

The energy \(\varepsilon\) is counted from the rest energy, and \(V(r)\) is the potential. The radial functions \(P=rg\) and \(Q=rf\) of the large and small components obey

\[
P'=\frac Pr+\Big(2c+\frac{\varepsilon-V}c\Big)Q,\qquad Q'=-\frac Qr-\frac{\varepsilon-V}cP .
\]

In the Fermi contact energy, the nonrelativistic density \(|\psi_{nr}(0)|^2\) is replaced by

\[
\rho_c=\frac1{4\pi}\int_0^\infty S'g^2dr=-\frac c\pi\int_0^\infty\frac{PQ}{r^2}dr,\qquad S\simeq\frac r{r+r_T/2}. \tag{9}
\]

In full, \(S=1/[1+(\varepsilon-V)/2c^2]\). The smeared delta function is \(\delta_T=S'/(4\pi r^2)\). The original magnetic coupling is proportional to \(\int gf\,dr\), which was integrated by parts:

\[
\int_0^\infty gf\,dr=\frac1{4c}\int_0^\infty S\,(g^2)'\,dr
=\frac1{4c}\Big[S g^2\Big]_0^\infty-\frac1{4c}\int_0^\infty S'g^2\,dr . \tag{5}
\]

In a reconstruction from a pseudo-orbital \(\tilde\psi\), \(g=\sum_iC_ig_i\), with all-electron partial waves \(g_i\) and projector coefficients \(C_i=\langle\tilde p_i|\tilde\psi\rangle\), so that \(\rho_c\) is a quadratic form in the \(C_i\).

Two statements of the theorem remain to be proved, both to leading order in the valence energy and the screening:

(b) For a valence orbital, whose energy and whose screening are negligible against the Coulomb energy in the region \(r\lesssim 1/Z\), compare \(\rho_c\) with the nonrelativistic density \(|\psi_{nr}(0)|^2\) of an orbital that has the same amplitude outside this region. The ratio is

\[
F=\frac{3}{\gamma(4\gamma^2-1)} .
\]

(c) In a reconstruction from a pseudo-orbital, \(F\) multiplies the nonrelativistic \(|\psi_{nr}(0)|^2\) as a common factor for all projector coefficients, except where the contributions of the partial waves nearly cancel at the nucleus. It does not contain the relativistic change of the outer amplitude.

### Lemma 4: the valence orbital near the nucleus

Set \(\varepsilon=0\) and \(V=-Z/r\), and write \(D=r\,d/dr\). The radial equations become

\[
DP=P+(2cr+a)Q,\qquad DQ=-Q-aP .
\]

The second gives \(P=-(DQ+Q)/a\). Inserted into the first and multiplied by \(-a\), this yields

\[
D^2Q+DQ=DQ+Q-a(2cr+a)Q .
\]

With \(ac=Z\) and \(1-a^2=\gamma^2\),

\[
D^2Q+(2Zr-\gamma^2)Q=0 .
\]

Let \(x=\sqrt{8Zr}\). Then \(D=\tfrac12x\,d/dx\) and \(2Zr=x^2/4\). Multiplication by four gives Bessel's equation of order \(2\gamma\). The regular solution is

\[
Q=-N J_{2\gamma}(x),\qquad P=\frac Na\Big[\frac x2J_{2\gamma}'(x)+J_{2\gamma}(x)\Big]. \tag{10}
\]

In the nonrelativistic equation the term \((\varepsilon-V)/c=a/r\) beside \(2c\) is absent. The only change in the derivation is that \(\gamma^2\) is replaced by 1. The nonrelativistic function is therefore (10) with order 2, and \(J_2'=J_1-2J_2/x\) reduces it to

\[
P_{nr}=\frac Na\,\frac x2\,J_1(x). \tag{11}
\]

*Equal outer amplitude.* At large \(x\), \(J_\nu\simeq\sqrt{2/\pi x}\,\cos(x-\nu\pi/2-\pi/4)\), so the derivative term dominates (10):

\[
P\simeq-\frac Na\sqrt{\frac x{2\pi}}\,\sin\!\Big(x-\gamma\pi-\frac\pi4\Big).
\]

The amplitude does not depend on \(\gamma\). Equal outer amplitude means equal \(N\); relativity moves the phase. The growth as \(\sqrt x\sim r^{1/4}\) is that of the semiclassical form \(A\,k^{-1/2}\sin(\cdots)\), with local wave number \(k=\sqrt{2Z/r}\) and constant \(A\). Where screening sets in, \(k\) changes, but \(A\) is preserved as long as \(k\) varies slowly over a wavelength. This carries the comparison from the nucleus to the valence region.

### Lemma 5: two Bessel integrals

For \(\nu>1\), let \(I_n=\int_0^\infty J_\nu^2x^{-n}dx\). Then

\[
I_1=\frac1{2\nu},\qquad I_3=\frac1{4\nu(\nu^2-1)} .
\]

*Proof.* In this proof \(D=x\,d/dx\), so that \(D^2J=(\nu^2-x^2)J\). Differentiate with respect to the order and write \(\dot J=\partial J_\nu/\partial\nu\). Then \(D^2\dot J=(\nu^2-x^2)\dot J+2\nu J\), and

\[
D\big(J\,D\dot J-\dot J\,DJ\big)=J\,D^2\dot J-\dot J\,D^2J=2\nu J^2 .
\]

Division by \(x\) and integration give \(2\nu I_1=[J\,D\dot J-\dot J\,DJ]_0^\infty\). The lower limit vanishes, because \(J\sim x^\nu\) and \(\dot J\sim x^\nu\ln x\). At the upper limit, with \(\theta=x-\nu\pi/2-\pi/4\),

\[
J\simeq\sqrt{\tfrac2{\pi x}}\cos\theta,\qquad \dot J\simeq\frac\pi2\sqrt{\tfrac2{\pi x}}\sin\theta ,
\]

and the bracket tends to \(\tfrac2\pi\cdot\tfrac\pi2(\cos^2\theta+\sin^2\theta)=1\). This gives \(I_1\).

For \(I_3\), let \(K=\int_0^\infty(DJ)^2x^{-3}dx\). Multiplying Bessel's equation by \(2\,DJ\) gives \(D(DJ)^2=(\nu^2-x^2)\,D(J^2)\). Multiply by \(x^{-3}\) and integrate. The boundary terms vanish at both ends for \(\nu>1\), so

\[
2K=\nu^2\int_0^\infty x^{-2}(J^2)'dx-\int_0^\infty(J^2)'dx=2\nu^2I_3 . \tag{12}
\]

Next multiply Bessel's equation by \(Jx^{-3}\) and integrate. The right side is \(\nu^2I_3-I_1\). The left side, by parts, is

\[
\int_0^\infty x^{-2}J\,(DJ)'dx=2\int_0^\infty x^{-3}J\,DJ\,dx-\int_0^\infty x^{-2}J'\,DJ\,dx .
\]

The first term on the right is \(\int x^{-2}(J^2)'dx=2I_3\), and the second is \(-K\). With \(K=\nu^2I_3\) from (12), \(2I_3-\nu^2I_3=\nu^2I_3-I_1\). Hence \(I_1=2(\nu^2-1)I_3\), which gives \(I_3\). ∎

### Proof of the enhancement factor

From \(r=x^2/8Z\) follows \(dr/r^2=16Z\,x^{-3}dx\). Insert (10) into (9), with \(J=J_{2\gamma}\):

\[
\rho_c=\frac{16ZcN^2}{\pi a}\int_0^\infty\Big[\frac x2JJ'+J^2\Big]\frac{dx}{x^3}.
\]

The first term is \(\tfrac14\int x^{-2}(J^2)'dx=\tfrac12I_3\). The boundary term dropped here behaves at the origin as \(x^{4\gamma-2}\), so the condition is again \(\gamma>1/2\). The integral equals \(\tfrac32I_3\). With \(Zc/a=c^2\) and \(\nu=2\gamma\),

\[
\rho_c=\frac{24c^2N^2}\pi\cdot\frac1{8\gamma(4\gamma^2-1)}
=\frac{c^2N^2}\pi\cdot\frac3{\gamma(4\gamma^2-1)} .
\]

For the nonrelativistic orbital, \(J_1\simeq x/2\) in (11) gives \(P_{nr}\simeq(N/a)\,x^2/4=(N/a)\,2Zr=2cNr\). Therefore \(g_{nr}(0)=2cN\) and \(|\psi_{nr}(0)|^2=4c^2N^2/4\pi=c^2N^2/\pi\). The ratio is

\[
F=\frac3{\gamma(4\gamma^2-1)} .
\]

This proves (b). Part (c) follows because the shape (10) is common to all valence s partial waves, so the factor leaves the quadratic form in the projector coefficients. ∎

For small \(a\), \(\gamma\simeq1-a^2/2\) and \(4\gamma^3-\gamma\simeq3-\tfrac{11}2a^2\), so \(F\simeq1+\tfrac{11}6a^2\). The factor diverges as \(\gamma\to1/2\), where the average itself ceases to exist. Its values are 1.02 for \(Z=14\), 1.11 for \(Z=32\), 1.31 for \(Z=50\) and 2.20 for \(Z=79\). These are values for the unscreened point nucleus at zero energy. In screened model atoms the factor at equal outer amplitude departs from them by up to a few percent for heavy elements, for example 2.08 instead of 2.20 in one model with \(Z=79\).

### Why the leading power law is not enough

For small \(x\), (10) gives \(P\simeq(N/a)(1+\gamma)(2Zr)^\gamma/\Gamma(2\gamma+1)\). Division by \(P_{nr}\simeq(N/a)2Zr\) yields the local factor on the orbital,

\[
\frac{g}{g_{nr}}\to\frac{1+\gamma}{\Gamma(2\gamma+1)}\,(2Zr)^{\gamma-1}.
\]

For \(Z=55\) it is 2.39 at \(r=10^{-6}\) bohr. One may try to average the square of this power with \(S'\) alone. Setting \(r=(r_T/2)t\) and using \(Zr_T=a^2\),

\[
F_{pow}=\Big[\frac{1+\gamma}{\Gamma(2\gamma+1)}\Big]^2a^{4\gamma-4}\int_0^\infty\frac{t^{2\gamma-2}}{(1+t)^2}dt ,
\]

where the integral is \(\Gamma(2\gamma-1)\Gamma(3-2\gamma)\). For \(Z=55\) this is 1.763, against \(F=1.390\): an excess of 27% relative to \(F\).

The cause is visible at small \(a\). There \(a^{4\gamma-4}\simeq1+2a^2\ln(1/a)\), whereas \(F\) contains no logarithm. The power law omits the decay \(g_{nr}^2\propto1-2Zr\) of the orbital. Weighted with the tail \(r_T/2r^2\) between \(r_T\) and \(1/Z\), this decay contributes

\[
-Zr_T\ln\frac1{Zr_T}=-2a^2\ln\frac1a ,
\]

which cancels the logarithm. The average must therefore be taken with the orbital on the scale \(1/Z\), as well as on the scale \(r_T\).

### The indirect factor

Relativity also changes the amplitude \(A\) with which a normalized valence orbital enters the core. In the semiclassical form the norm is \(\tfrac12A^2\int dr/k\), because \(\sin^2\) averages to one half. Since \(k^2=2(\varepsilon-V)\), \(\partial k/\partial\varepsilon=1/k\). The quantization condition makes \(\int k\,dr\) equal to \(\pi n\) plus a constant, so \(\int dr/k=\pi\,dn/d\varepsilon\) and

\[
A^2=\frac2\pi\frac{d\varepsilon}{dn} .
\]

For a neutral atom write \(\varepsilon=-1/(2n^{*2})\), with \(n^*=n-\delta\) and quantum defect \(\delta\). If \(\delta\) hardly varies with energy, \(A^2\propto n^{*-3}\), and

\[
\frac{\rho_c}{|\psi_{nr}(0)|^2}\simeq F\Big(\frac{n^*_{nr}}{n^*_{rel}}\Big)^3 . \tag{13}
\]

Another environment can change \(d\varepsilon/dn\), and with it the second factor.

### Worked example: a model atom with \(Z=55\)

The potential is

\[
V=-\frac{1+(Z-1)\Omega(r)}r,\qquad \Omega=\frac1{H(e^{r/d}-1)+1},
\]

with chosen parameters \(H=4.5\) and \(d=0.9\) bohr. It is a fixed one-electron model, not a self-consistent calculation of a real atom. The radial equations were propagated on a logarithmic grid by a fourth-order Magnus method, and levels were located by bisection on the node count.

*The direct factor.* At zero energy the outer solution is a combination of \(\sqrt r\,J_1(\sqrt{8r})\) and \(\sqrt r\,Y_1(\sqrt{8r})\). The root of the sum of the squared coefficients defines the outer amplitude without a semiclassical estimate. At equal amplitude the screened potential gives 1.390, which agrees with \(F\) to better than 0.1%. This closeness belongs to the present potential and to zero energy; the derivation promises leading-order agreement only. With \(H=6.0\) and \(d=0.6\) bohr the factor is 1.344. In the present potential, with the amplitude defined by Coulomb waves, it is 1.379 at \(\varepsilon=0.25\) hartree and 1.376 at \(\varepsilon=1\) hartree. The factor is thus common to partial waves of different energy to about 1%, and the indirect factors below, obtained by dividing by 1.390, carry the same uncertainty.

*The free atom.* The valence state has five radial nodes. A wall at 40 bohr serves for infinity.

- Relativistic: \(\varepsilon=-0.1430\) hartree, \(n^*=1.870\), \(\rho_c=4.182\) bohr\(^{-3}\).
- Nonrelativistic: \(\varepsilon=-0.1329\) hartree, \(n^*=1.939\), \(|\psi_{nr}(0)|^2=2.618\) bohr\(^{-3}\).

The total ratio is \(4.182/2.618=1.597\). Division by 1.390 leaves an indirect factor of 1.149. The estimate in (13) is \((1.939/1.870)^3=1.115\), which is 3% lower. The energy dependence of \(\delta\), neglected in (13), accounts for more than half of this difference: with \(dn/d\varepsilon=n^{*3}+d\delta/d\varepsilon\) taken from the levels 6s to 10s, the estimate rises to about 1.135. The remaining 1% is of the size of the energy drift of the direct factor.

Of the average \(\frac1{4\pi}\int S'g^2dr\), 73% comes from inside \(r_T/2\), 88% from inside \(r_T\), and more than 99.9% from inside \(10r_T\). The first two shares exceed the weights 50% and 67% of \(\delta_T\) itself, because the density falls outward and favours the inner part of the average. These shares belong to the form written with \(S'g^2\). The integration by parts in (5) moves weight inward: in the original coupling \(\int gf\,dr\), which has the same total, the shares are 23%, 38% and just under 99.9%.

*The pseudopotentials.* One was built from each free orbital. Inside \(r_m=3.5\) bohr, beyond the outermost node, the orbital was replaced by the nodeless function \(\tilde P=r\,e^{w(r)}\),

\[
w=b_0+b_2r^2+b_4r^4+\delta_0\Big(1-\frac{r^2}{r_m^2}\Big)^3 .
\]

The coefficients \(b_i\) fix the value, slope and second derivative at \(r_m\), and \(\delta_0\) fixes the norm inside. Inverting the Schrödinger equation gives the potential. Norm conservation matters because the radial equations imply, with a dot for the energy derivative,

\[
(P\dot Q-\dot PQ)'=-\frac{P^2+Q^2}c ,
\]

where all terms without an explicit energy derivative of the coefficients cancel. Integration from the nucleus to \(r_m\) gives

\[
P^2\,\frac{\partial}{\partial\varepsilon}\frac QP\bigg|_{r_m}=-\frac1c\int_0^{r_m}(P^2+Q^2)\,dr .
\]

At \(r_m\), \(Q\simeq(P'-P/r)/2c\), so equal inner norms make the logarithmic derivatives agree to first order in the energy.

*A changed environment.* A hard wall at 10 bohr compresses the orbital. The pseudo-orbital was solved there. The all-electron partial wave at its energy was then matched to it in value at \(r_m\), which plays the role of the sum over partial waves. The reconstructed and direct contact densities, in bohr\(^{-3}\), are:

- relativistic: 5.134 reconstructed, 5.137 direct;
- nonrelativistic: 3.449 reconstructed, 3.454 direct.

The reconstruction errors are about 0.1% relative to the direct values. They leave room to see what the factor does. Applied to the nonrelativistic reconstruction,

\[
1.3904\times3.4487=4.795\ \text{bohr}^{-3},
\]

which is 6.7% below the direct relativistic value. Apart from the small reconstruction error and the leading-order character of \(F\), the remainder is the indirect factor. From the direct densities it is \(5.137/(1.390\times3.454)=1.070\), instead of the 1.149 of the free atom. Using the total free-atom ratio instead gives \(1.597\times3.449=5.508\) bohr\(^{-3}\), which is 7% too high.

By the derivation of \(F\), the direct factor can be carried from the atom to the compressed orbital. With this factor held fixed, the numbers show that the indirect one cannot. The outer amplitude therefore has to come from a relativistic pseudopotential calculation in the actual environment. With nonrelativistic core functions scaled to that amplitude, \(F\) supplies the missing enhancement to leading order. The scaling must compare the amplitudes of the oscillation inside the core, not the values at \(r_m\). Relativity shifts the phase, so a nonrelativistic function matched in value to a relativistic pseudo-orbital in general has the wrong amplitude. For the compressed orbital, \(F\) times the nonrelativistic density at the relativistic energy lies about 1% above the direct value when the semiclassical amplitudes are matched between 0.3 and 3.5 bohr, and 14% above it when the values at \(r_m\) are matched. With relativistic partial waves, the average with \(\delta_T\) already contains the direct enhancement, and \(F\) must not be applied.
